\section*{Salt diffusion coefficient of a binary electrolyte, evaluated for dilute copper sulfate}

\section{Definitions and conventions}

One formula unit of a fully dissociated salt gives $\nu_+$ cations of charge number $z_+>0$ and $\nu_-$ anions of charge number $z_-<0$. The formula unit is neutral:
\begin{equation}
z_+\nu_++z_-\nu_-=0 .
\label{eq:formula}
\end{equation}
The algebra uses atomic units, so the elementary charge is one. The thermal energy is $\Theta=k_BT$, the electrostatic potential is $\phi$, the ionic number densities are $n_\pm$, and $n$ is the number density of dissolved formula units. The sign of $z_-$ is kept throughout. Two combinations recur:
\begin{equation}
S=z_+D_+-z_-D_->0,\qquad t_+=\frac{z_+D_+}{S}.
\label{eq:defs}
\end{equation}
Here $D_\pm$ are the ionic diffusivities and $t_+$ is the cation transport number, the share of the current carried by cations when the composition is uniform. The anion share is $t_-=1-t_+=-z_-D_-/S$.

The solution is ideal and isothermal, the $D_\pm$ are uniform, and no reaction occurs in the bulk. The solvent moves with an incompressible velocity $\mathbf v$. Relative to this flow, the Nernst-Planck flux of ion $i$ is
\begin{equation}
\mathbf J_i=-D_i\left(\nabla n_i+\frac{z_in_i}{\Theta}\nabla\phi\right).
\label{eq:np}
\end{equation}
The second term is the drift under the force $-z_i\nabla\phi$, with the mobility $D_i/\Theta$ given by the Einstein relation.

\section{Eliminating the field}

Outside the double layers the solution is taken to be locally neutral, $z_+n_++z_-n_-=0$. With (\ref{eq:formula}), this means that both ions follow one density:
\begin{equation}
n_+=\nu_+n,\qquad n_-=\nu_-n .
\label{eq:neutral}
\end{equation}
Neutrality replaces Poisson's equation as the condition that fixes $\phi$. It does not imply $\nabla^2\phi=0$: a very small charge density is enough to support the field, and its effect is calculated below.

Conservation of each ion reads $\partial_tn_i+\nabla\cdot(n_i\mathbf v)=-\nabla\cdot\mathbf J_i$. Since $\nabla\cdot\mathbf v=0$, the left side is $dn_i/dt$ with $d/dt=\partial_t+\mathbf v\cdot\nabla$. Insert (\ref{eq:np}) and (\ref{eq:neutral}), divide by $\nu_i$, and write $M=\nabla\cdot(n\nabla\phi)/\Theta$:
\begin{align}
\frac{dn}{dt}&=D_+\nabla^2n+z_+D_+M,\label{eq:cat}\\
\frac{dn}{dt}&=D_-\nabla^2n+z_-D_-M.\label{eq:an}
\end{align}
These are two equations for the same rate of change, with one unknown migration term. Multiply (\ref{eq:an}) by $z_+D_+$ and (\ref{eq:cat}) by $z_-D_-$. Both then contain $z_+z_-D_+D_-M$, which cancels on subtraction:
\begin{equation}
(z_+D_+-z_-D_-)\frac{dn}{dt}=(z_+-z_-)D_+D_-\nabla^2n .
\end{equation}
Division by $S$ gives the salt diffusion equation:
\begin{equation}
\boxed{\;\frac{\partial n}{\partial t}+\mathbf v\cdot\nabla n=D\nabla^2n,\qquad
D=\frac{(z_+-z_-)D_+D_-}{z_+D_+-z_-D_-}.\;}
\label{eq:D}
\end{equation}
Zero current was not assumed. Within the stated model, a current changes the salt distribution through the boundary conditions and leaves the bulk equation unchanged.

\subsection{Bounds and sensitivity}

The reciprocal of (\ref{eq:D}) is
\begin{equation}
\frac1D=\frac{1}{z_++|z_-|}\left(\frac{z_+}{D_-}+\frac{|z_-|}{D_+}\right).
\end{equation}
This is a weighted mean of $1/D_-$ and $1/D_+$, so $D$ lies between the two ionic values. For $z_+=|z_-|$ it reduces to the harmonic mean $2D_+D_-/(D_++D_-)$. If $D_-\to\infty$ at fixed $D_+$, then $D\to D_+(1+z_+/|z_-|)$: the slower ion sets the scale, but the salt still diffuses faster than that ion would without a field.

To see how input errors propagate, take the logarithm, $\ln D=\ln D_++\ln D_--\ln S+\text{const}$, and differentiate:
\begin{align}
\frac{\partial\ln D}{\partial\ln D_+}&=1-\frac{z_+D_+}{S}=1-t_+,\\
\frac{\partial\ln D}{\partial\ln D_-}&=1+\frac{z_-D_-}{S}=t_+.
\end{align}
The two sensitivities add to one, as they must, because scaling both ionic diffusivities scales $D$ by the same factor.

\section{The field and the current}

The current density is $\mathbf j=z_+\mathbf J_++z_-\mathbf J_-$; the convective parts cancel by neutrality. Let $\mathbf g=\nabla\phi/\Theta$ and use $z_-\nu_-=-z_+\nu_+$:
\begin{align}
\mathbf j&=-z_+\nu_+D_+(\nabla n+z_+n\mathbf g)
+z_+\nu_+D_-(\nabla n+z_-n\mathbf g)\nonumber\\
&=-z_+\nu_+\left[(D_+-D_-)\nabla n+Sn\mathbf g\right].
\end{align}
Solving for the migration term gives
\begin{equation}
n\mathbf g=-\frac1S\left[(D_+-D_-)\nabla n+\frac{\mathbf j}{z_+\nu_+}\right].
\label{eq:field}
\end{equation}
At zero current this leaves the diffusion field
\begin{equation}
\nabla\phi=-\Theta\,\frac{D_+-D_-}{S}\,\nabla\ln n .
\label{eq:diffpot}
\end{equation}
If the anion is faster, the potential is higher on the concentrated side. The electric force then drives cations towards the dilute side and holds anions back, so that both leave in the neutral proportion.

Now put (\ref{eq:field}) into the cation flux $\mathbf J_+=-\nu_+D_+(\nabla n+z_+n\mathbf g)$. The factor multiplying $-\nu_+\nabla n$ is
\begin{equation}
D_+\left[1-\frac{z_+(D_+-D_-)}{S}\right]
=D_+\frac{(z_+-z_-)D_-}{S}=D,
\end{equation}
and the current term is $D_+\mathbf j/S=t_+\mathbf j/z_+$. Hence
\begin{equation}
\mathbf J_+=-\nu_+D\nabla n+\frac{t_+}{z_+}\mathbf j .
\label{eq:jplus}
\end{equation}
Since $t_+$ is constant here and $\nabla\cdot\mathbf j=0$ in a neutral solution, the divergence of (\ref{eq:jplus}) reproduces (\ref{eq:D}).

\subsection{Boundary condition for plating}

Consider a steady, one-dimensional stagnant layer next to a cathode that consumes cations and blocks anions. Setting $\mathbf J_-=0$ in (\ref{eq:np}) gives $n\mathbf g=-\nabla n/z_-$. The cation flux is then
\begin{equation}
\mathbf J_+=-D_+\left(1-\frac{z_+}{z_-}\right)\nabla n_+
=-\frac{D}{1-t_+}\nabla n_+ .
\label{eq:block}
\end{equation}
The second form follows from (\ref{eq:jplus}) with $\mathbf J_+=\mathbf j/z_+$. Migration adds to diffusion, since $z_-<0$. Let the density fall linearly from its bulk value $n_{+,b}$ to zero across a layer of thickness $\delta$. The magnitude of the limiting current density is
\begin{equation}
j_{\lim}=z_+D_+\left(1-\frac{z_+}{z_-}\right)\frac{n_{+,b}}{\delta}.
\label{eq:lim}
\end{equation}
An implementation that solves (\ref{eq:D}) must therefore impose (\ref{eq:block}) at the electrode. Using $D$ alone there omits the term $t_+\mathbf j/z_+$.

\section{When neutrality is a good approximation}

With dielectric constant $\epsilon$, Poisson's equation is $\nabla^2\phi=-4\pi(z_+n_++z_-n_-)/\epsilon$. The Debye length $\lambda$ satisfies $\lambda^{-2}=4\pi(z_+^2n_++z_-^2n_-)/(\epsilon\Theta)$. For a symmetric salt with $\nu_\pm=1$, consider small density perturbations varying as $\cos(kx)\,e^{-\Gamma t}$ about a uniform solution at rest. Linearizing (\ref{eq:np}) and using Poisson's equation gives decay rates $\Gamma$ that are the eigenvalues of
\begin{equation}
\begin{pmatrix}D_+(k^2+a)&-D_+a\\-D_-a&D_-(k^2+a)\end{pmatrix},
\qquad a=\frac1{2\lambda^2}.
\end{equation}
The trace is $\tau=(D_++D_-)(k^2+a)$ and the determinant is $\Delta=D_+D_-k^2(k^2+2a)$. For $k\lambda\ll1$, the smaller root of $\Gamma^2-\tau\Gamma+\Delta=0$ is $\Gamma\simeq\Delta/\tau+\Delta^2/\tau^3$. To first order in $k^2\lambda^2$, the two terms are
\begin{align}
\frac{\Delta}{\tau}&\simeq Dk^2(1-k^2\lambda^2),\\
\frac{\Delta^2}{\tau^3}&\simeq Dk^2\,\frac{4D_+D_-}{(D_++D_-)^2}\,k^2\lambda^2 .
\end{align}
Their sum is
\begin{equation}
\Gamma\simeq Dk^2\left[1-k^2\lambda^2
\left(\frac{D_+-D_-}{D_++D_-}\right)^2\right].
\label{eq:debye}
\end{equation}
The neutral result is thus the leading term for structures much longer than the Debye length.

This linear estimate does not cover a depleted electrode. At the limiting current $n$ is proportional to the distance $y$ from the electrode, so the local Debye length is $\lambda_b(\delta/y)^{1/2}$, where $\lambda_b$ is its bulk value. It equals $y$ at $y\sim(\lambda_b^2\delta)^{1/3}$. Closer to the electrode than this scale, neutrality cannot be used.

The nonlinear equations were also solved with Poisson's equation retained, on 150 cells across a unit width with $\lambda=0.02$. The first case had $z_+=2$, $z_-=-1$, $D_+=1$, $D_-=4$ and initial salt density $1-0.3\cos\pi x$. A cation current density of 3 passed through both walls, which blocked anions. At time 0.05, the cation density for $0.15<x<0.85$ agreed with salt diffusion at $D=2$ to about $10^{-3}$ of the mean density. Replacing $D$ by the arithmetic mean 2.5 in the decay rates raised the largest error to $3.7\times10^{-2}$. The neutral equation therefore describes this transient while current flows.

\section{Dilute copper sulfate}

\subsection{Diffusion coefficient}

For Cu$^{2+}$ and SO$_4^{2-}$, $z_+=2$, $z_-=-2$ and $\nu_\pm=1$. Rough ionic diffusivities in water at 298.15 K are $D_+=0.71\times10^{-5}$ and $D_-=1.1\times10^{-5}$ cm$^2$/s. Equation (\ref{eq:D}) gives
\begin{equation}
D=\frac{4(0.71)(1.1)}{2(0.71)+2(1.1)}\times10^{-5}
=0.86\times10^{-5}\ \text{cm}^2/\text{s},
\end{equation}
or $7.5\times10^{-6}$ atomic units. The diffusion field raises the copper coefficient from 0.71 to 0.86 and lowers that of sulfate from 1.1 to the same value, in units of $10^{-5}$ cm$^2$/s.

The transport number is $t_+=1.42/3.62=0.39$. A small relative error in the copper diffusivity therefore enters $D$ with weight 0.61, and one in the sulfate diffusivity with weight 0.39. A 5\% error in either input shifts $D$ by about 3\% or 2\%, respectively.

For a twofold concentration ratio at zero current, (\ref{eq:diffpot}) gives
\begin{equation}
\phi_{\rm rich}-\phi_{\rm dilute}
=\frac{1.1-0.71}{3.62}\,(25.69\ \text{mV})\ln2=1.9\ \text{mV}.
\end{equation}
This small potential difference is enough to make the two ionic fluxes equal. It depends on the difference of the two rough inputs: values of 0.714 and 1.065 would give 1.76 mV. With these ionic diffusivities, $\lambda=0.02$ of the cell width and initial density $1+0.3\cos\pi x$, the solution with space charge gave 0.9990 times the formula's potential difference, with the cation density used for $n$ (1.0007 with the anion density), between points near $x=0.2$ and $x=0.8$, at scaled time 0.05.

\subsection{Limiting current}

Take a salt concentration of 0.10 mol/m$^3$, which is $1.0\times10^{-7}$ mol/cm$^3$, and a stagnant layer of 50 $\mu$m. For this symmetric salt the coefficient in (\ref{eq:block}) is $2D_+=1.42\times10^{-5}$ cm$^2$/s. The limiting copper flux is
\begin{equation}
\frac{(1.42\times10^{-5})(1.0\times10^{-7})}{5.0\times10^{-3}}
=2.84\times10^{-10}\ \text{mol cm}^{-2}\text{s}^{-1}.
\end{equation}
Multiplication by two Faraday constants gives 55 $\mu$A/cm$^2$. This is the copper part of the current in the binary model. In aerated water, reduction of dissolved oxygen can carry a larger current, and the hydroxide it forms changes the migration field. Diffusion of copper without migration would give 27 $\mu$A/cm$^2$, half as much. Inserting $D$ alone would give 33 $\mu$A/cm$^2$, which is too small by the factor $1-t_+=0.61$. A steady solution with space charge, blocked anions and $\lambda=0.02$ of the cell width gave 1.0003 times the coefficient $2D_+$ from the mean gradient between points near $x=0.2$ and $x=0.8$, and 0.9999 between $x=0.1$ and $x=0.9$.

\subsection{Size of the neglected effects}

\paragraph{Space charge.} With a relative permittivity of 78, the Debye length is 15.2 nm. For $k=\pi/\delta$, (\ref{eq:debye}) lowers $D$ by a fraction $4.2\times10^{-8}$. At the limiting current, the depletion scale $(\lambda_b^2\delta)^{1/3}$ is about 0.2 $\mu$m, still a small part of the layer.

\paragraph{Non-ideality.} The driving force is the gradient of $\ln(\gamma n)$, where $\gamma$ is the activity coefficient, equal for both ions of a symmetric salt in this model. Both factors $\nabla n$ in the derivation acquire the factor $1+d\ln\gamma/d\ln n$, and so does $D$. In Debye-Hückel theory the screening cloud produces a potential $-z\ell_B/\lambda$ at the ion, in units of $\Theta$, where $\ell_B=1/(\epsilon\Theta)$ is the Bjerrum length. Charging the ion gradually in this linear potential gives a factor one half:
\begin{equation}
\ln\gamma=-\frac{z^2\ell_B}{2\lambda},\qquad
\frac{d\ln\gamma}{d\ln n}=-\frac{z^2\ell_B}{4\lambda}.
\end{equation}
The second result uses $\lambda^{-1}\propto n^{1/2}$. With $|z|=2$ and $\ell_B=0.719$ nm, the change is $-0.719/15.2=-4.7\%$. This is much larger than the space-charge correction and grows as the square root of concentration within the limiting law.

\paragraph{Ion pairs.} Bjerrum's estimate counts opposite ions between a contact distance $r_0$ and $z^2\ell_B/2$ as paired:
\begin{equation}
K=4\pi N_A\int_{r_0}^{z^2\ell_B/2}r^2e^{z^2\ell_B/r}\,dr .
\end{equation}
Here $N_A$ is Avogadro's number. A rough $r_0=0.45$ nm gives $K=210$ L/mol; 0.40 and 0.50 nm give 270 and 173 L/mol, and the pair fractions below change nearly in proportion. With unit activity coefficients, the pair concentration is $K$ times the square of the free-salt concentration. Pairs then hold 2.0\% of the salt and 4.0\% of its concentration gradient. If they diffuse with coefficient $D_p$, the relative change of $D$ is $0.040(D_p/D-1)$; immobile pairs would lower it by 4.0\%. This estimate and the non-ideality estimate both describe ionic attraction and should not simply be added.

\paragraph{Hydrodynamic coupling.} Ions also drag one another through the solvent. The Stokes-Einstein diffusivity of a sphere with the Debye radius, for a water viscosity of 0.89 mPa s, is 1.9\% of $D$. This is the scale of the coupling between single ions, not the correction to $D$. For a symmetric salt and a cloud linear in the potential, half of the screening cloud is excess counter-ions and half is missing like ions, so each ion is dragged only by the difference between the forces on the two species. At zero current both ions move at one speed, so these forces vary as $1/D_\pm$. The extra velocities of the two ions are opposite, and their effects on the salt speed cancel except for a second factor of the same difference. The linear cloud therefore lowers $D$ by 1.9\% times $[(D_+-D_-)/(D_++D_-)]^2$, or about 0.1\%. Because of this cancellation it is not the dominant hydrodynamic term for a doubly charged salt. The term quadratic in the potential raises the density of both species near each ion, which is then dragged along by the sum of the forces. With it, the net change of $D$ is a rise of about 0.3\% if ions are counted from $r_0=0.45$ nm, or about 0.15\% if only those beyond $z^2\ell_B/2$ are counted. The short-range part overlaps with the ion-pair estimate.

\paragraph{Temperature.} If $D_i\propto T/\eta$ and the viscosity $\eta$ falls by roughly 2\% per kelvin, warming by 10 K multiplies $D$ by $(308.15/298.15)e^{0.2}=1.26$. For these inputs, this exceeds every correction to $D$ estimated above.

\section{Background ions and real plating solutions}

Let a uniform background contribute $B=\sum z_b^2D_bn_b$ to the conductance sum, where $b$ labels the background ions. The salt contributes $z_+\nu_+Sn$. At zero current the numerator of the diffusion field is unchanged, but its denominator becomes $z_+\nu_+Sn+B$. The field is reduced by the factor $1-s$, where $s=B/(z_+\nu_+Sn+B)$ is the background share of conductance. The cation flux per unit gradient of its own density becomes
\begin{equation}
D_{\rm cat}=D_++(1-s)(D-D_+).
\label{eq:background}
\end{equation}
It tends to $D_+$ for a large excess of background ions. This relation holds while the background is uniform; if the background develops gradients, they contribute their own diffusion current.

For slightly acid water of pH 5.5, with a rough proton diffusivity of $9.3\times10^{-5}$ cm$^2$/s, protons alone carry $s=3.9\%$ of the conductance. For uniform protons alone, (\ref{eq:background}) would lower the copper coefficient by 0.7\%; including the uniform extra sulfate that balances them makes the fall 0.8\%. Mobile protons do not stay uniform in this field; when they respond to it, the slow decay mode of the neutral three-ion system lies only 0.2\% below $D$. The limiting current is more sensitive. If the protons do not react and are balanced by extra sulfate, the steady flux equations give a limiting current about 7\% lower, 51 instead of 55 $\mu$A/cm$^2$. The protons accumulate at the cathode, where they replace copper as the counter-ion of sulfate and weaken the field. Since their steady flux is zero, their diffusivity does not affect this result.

A large background also removes the migration enhancement at the electrode. In the steady layer, inert ions have zero flux, so $\nabla n_b=-z_bn_b\mathbf g$. Neutrality requires their gradients to be comparable with that of copper, hence $\mathbf g$ is of order $\nabla n/n_b$. The copper migration term $n\mathbf g$ is then smaller than $\nabla n$ by a factor of order $n/n_b$. In the example, with layer thickness and copper diffusivity held fixed, the limiting current would fall from 55 towards 27 $\mu$A/cm$^2$.

The chosen concentration represents weak rinse water after copper plating, not a plating bath. Acid copper baths typically contain copper sulfate at several tenths of a mole per litre or more, together with much sulfuric acid; the example is thousands of times more dilute. Acid carried into rinse water breaks the binary assumption, as does any other dissolved salt. Simple dilution keeps the bath's ratio of acid to copper. For a bath with 0.5 mol/L copper sulfate and 1.8 mol/L sulfuric acid, diluted to the copper concentration of the example, the steady flux equations give a limiting copper current of about 30 instead of 55 $\mu$A/cm$^2$, if the acid is fully dissociated and its protons do not react. If the acid has a gradient in the same direction as that of copper, its fast protons set up a field that opposes copper diffusion and can even reverse the copper flux; at zero current and equal relative gradients of acid and copper, this happens once the acid concentration exceeds about 0.9 times that of copper sulfate. A uniform large excess of acid instead moves the copper coefficient from 0.86 to $0.71\times10^{-5}$ cm$^2$/s, a fall of about 18\%, and halves the model's limiting current. In the bath itself, concentrated-solution effects also change the ionic diffusivities, so neither value should be used there without data for that composition. The numerical output lists the inputs and the main values for the dilute binary example.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (material values are rough)
Cu2+ diffusivity            7.10e-06 cm2/s
SO4(2-) diffusivity         1.10e-05 cm2/s
Temperature                 298.15 K
Salt concentration          0.10 mol/m3
Stagnant layer              50 um
Water relative permittivity 78
Water viscosity             0.89 mPa s
Ion contact distance        0.45 nm
pH                          5.5
Proton diffusivity          9.3e-05 cm2/s
Viscosity fall per K        2 %
RESULTS
Salt diffusivity D          8.630e-06 cm2/s
D in atomic units           7.454e-06 a.u.
Arithmetic mean, not D      9.050e-06 cm2/s
Cation transport number     0.392
dlnD/dlnD(Cu)               0.608
dlnD/dlnD(SO4)              0.392
Thermal voltage kT/e        25.69 mV
phi(rich)-phi(half as rich) 1.92 mV
Coefficient, anions blocked 1.420e-05 cm2/s
Limiting current            54.8 uA/cm2
Same, migration left out    27.4 uA/cm2
Same, D used alone (wrong)  33.3 uA/cm2
TESTS WITH SPACE CHARGE (scaled units)
Transient error, true D     9.9e-04
Transient error, mean D     3.7e-02
Potential, solved/formula   0.9990
Blocked flux, solved/formula 1.0003
NEGLECTED EFFECTS
Debye length                15.2 nm
Space-charge change of D    -4.2e-08 (relative)
Bjerrum length              0.719 nm
Non-ideality change of D    -4.7 %
Pairing constant            210 L/mol
Salt present as ion pairs   2.0 %
Gradient present as pairs   4.0 %
Hydrodynamic coupling scale 1.9 % of D
Proton share of conductance 3.9 %
Proton change of Cu flux    -0.69 %
D factor for 10 K warming   1.26
\end{verbatim}
